# Binding energy for a one-second stay on an inert plane

## Problem

A gate dielectric is to be grown by atomic layer deposition on the basal plane of a two-dimensional semiconductor. The plane has no dangling bonds, so a precursor molecule that lands on it is held by weak attraction and may leave again before anything reacts with it. The substrate is at $T=473$ K, and the desorption prefactor is $\nu=10^{13}$ per second. What binding energy $E$ gives the molecule a mean residence time $\tau=1$ s?

The plane is taken as clean, perfect and unlimited, and the molecule as isolated. It can leave only by desorption, and there is no barrier to adsorption. The binding energy is positive and is measured from the bottom of the attractive well to the molecule at rest far from the plane. Energies are in eV, with $k_B=8.617\times10^{-5}$ eV/K.

## A tempting solution

The molecule vibrates against the plane and makes about $10^{13}$ attempts to leave in each second. To keep it for one second, the Boltzmann factor must suppress these attempts by thirteen powers of ten. The natural unit of energy is

$$k_BT=(8.617\times10^{-5})(473)=0.04076\ \text{eV}.$$

Thirteen powers of ten therefore need thirteen such units:

$$E=13\,k_BT=13\times0.04076=0.53\ \text{eV}.$$

The answer looks safe, since a molecule bound by thirteen times the thermal energy seems firmly held.

## Where it fails

The first two sentences of that argument are sound if $\nu$ is read as an effective rate of attempts. The fault lies in the price put on a power of ten. The Boltzmann factor is $e^{-E/k_BT}$, so one unit of $k_BT$ suppresses escape by a factor $e\approx2.72$, not by a factor 10.

Putting the answer back shows the damage. With $E=13k_BT$ the chance of success per attempt is $e^{-13}=2.26\times10^{-6}$. That is small, but there are $10^{13}$ attempts per second, which makes $2.26\times10^{7}$ escapes per second. The mean stay would be

$$\frac{1}{2.26\times10^{7}\ \text{s}^{-1}}\approx4.4\times10^{-8}\ \text{s},$$

or 44 ns instead of one second. The comparison of $E$ with $k_BT$ is thus no test of whether a molecule stays. It gives the chance per attempt, whereas the residence time also depends on how often attempts are made.

## Right solution

### From a rate to a mean time

Let $k$ be the probability per unit time that a molecule still on the plane desorbs. If $k$ does not depend on how long the molecule has been there, the probability $S(t)$ that it is still present obeys

$$\frac{dS}{dt}=-kS,\qquad S(0)=1,\qquad\text{so}\qquad S(t)=e^{-kt}.$$

The probability of leaving between $t$ and $t+dt$ is $-dS=ke^{-kt}dt$. The mean residence time is the average of $t$ with this weight. Integration by parts gives

$$\tau=\int_0^\infty t\left(-\frac{dS}{dt}\right)dt=\Big[-tS\Big]_0^\infty+\int_0^\infty S\,dt=0+\frac1k .$$

The boundary term vanishes because $te^{-kt}$ is zero at both ends. Hence $\tau=1/k$.

A mean of one second does not mean that each molecule stays for one second. After $t=\tau$ a fraction $e^{-1}=0.368$ remains, and half have gone after $\tau\ln2=0.693$ s.

### From the binding energy to a rate

Let $z$ be the height of the molecule, $m$ its mass, and $V(z)$ its energy, with $V=0$ far away and $V=-E$ at the bottom of the well. Three assumptions are made:

- The molecule exchanges energy with the plane fast enough to keep a thermal distribution in the well.
- A molecule that crosses a surface far from the plane, at height $z_s$, does not come back.
- Motion along the plane, rotation and internal vibration are the same at $z_s$ as in the well, so they cancel from the rate.

The probability density at height $z$ is then $e^{-V(z)/k_BT}/Z$, where $Z=\int e^{-V/k_BT}dz$ is taken over the well up to $z_s$. At $z_s$, where $V=0$, the density is $1/Z$. The escape rate is this density times the mean outward velocity, in which inward-moving molecules count as zero. With the Maxwell distribution,

$$\bar v_+=\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/2k_BT}dv=\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=\sqrt{\frac{k_BT}{2\pi m}} .$$

Since $E\gg k_BT$, nearly all of $Z$ comes from the bottom of the well. There $V\approx-E+\tfrac12K(z-z_0)^2$, with $K$ the force constant, and the Gaussian integral gives

$$Z\approx e^{E/k_BT}\sqrt{\frac{2\pi k_BT}{K}} .$$

Dividing,

$$k=\frac{\bar v_+}{Z}=\sqrt{\frac{k_BT}{2\pi m}}\sqrt{\frac{K}{2\pi k_BT}}\;e^{-E/k_BT}=\frac1{2\pi}\sqrt{\frac Km}\;e^{-E/k_BT}.$$

The factor in front is the vibration frequency of the molecule against the plane. Calling it $\nu$,

$$k=\nu\,e^{-E/k_BT}.$$

This justifies the picture of attempts and successes within the stated model. If rotation or sliding is freer far away than in the well, the third assumption fails. The rate is then multiplied by the ratio of the partition functions of those motions, and the prefactor exceeds the vibration frequency. This matters for a heavy precursor: a molecule of 72 u in a weakly attractive well of ordinary width vibrates at only a few times $10^{12}$ per second. For such a molecule the stated $10^{13}$ per second is an effective prefactor, not the vibration frequency itself.

### Solving for the energy

From $\tau=1/k$,

$$\tau=\frac1\nu e^{E/k_BT}.$$

Multiplying by $\nu$ and taking the natural logarithm of both sides gives

$$\nu\tau=e^{E/k_BT}\quad\Longrightarrow\quad E=k_BT\ln(\nu\tau).$$

The argument of the logarithm is a pure number, as it must be. Here $\nu\tau=10^{13}$ and $\ln10^{13}=13\ln10=29.934$, so

$$E=0.04076\times29.934=1.22\ \text{eV},$$

which is 118 kJ/mol. In the language of the tempting solution, each power of ten costs $k_BT\ln10=0.0939$ eV, and thirteen of them cost $13\times0.0939=1.22$ eV.

As a check, the decay equation was integrated numerically up to 40 s with the unrounded value of $E$, which is 1.2201 eV to four decimals. The area under $S(t)$, which is the mean residence time, came out as 1.000000 s.

The formula gives $E=0$ when $\tau=1/\nu$. That limit should not be trusted, because the rate law was derived for $E\gg k_BT$. At the present answer $k_BT/E=0.033$, and the condition is well met.

## How firmly the number is fixed

At fixed $T$ and $\nu$, a change $\delta E$ multiplies the residence time by $e^{\delta E/k_BT}$. An extra 0.1 eV lengthens it by a factor 11.6. A modest error in a binding energy is therefore a large error in a time. Read the other way, a large error in a time is a modest error in the energy. If one second had been meant as the half-life, the mean time would be $1/\ln2=1.44$ s, and $E$ would rise by just $k_BT\ln1.44=0.015$ eV.

The temperature enters through

$$\left(\frac{\partial E}{\partial T}\right)_{\nu,\tau}=k_B\ln(\nu\tau)=2.58\ \text{meV/K}.$$

Keeping the one-second stay on a plane 10 K hotter thus needs 0.026 eV more binding. If the binding is instead held at 1.22 eV, the mean stay at 483 K falls to 0.54 s.

The prefactor matters more. At fixed $T$ and $\tau$, each power of ten in $\nu$ moves $E$ by 0.094 eV. A range from $10^{12}$ to $10^{16}$ per second gives $E$ from 1.13 to 1.50 eV. The range is an illustration, not a bound: a bulky molecule whose rotation and sliding are both strongly hindered on the plane can have a larger prefactor still. The second decimal of 1.22 eV thus belongs to the stated prefactor; it is not known that well for a real molecule whose prefactor has not been determined.

## A weakly bound molecule

Take $E=0.40$ eV as a rough value for a small molecule held by dispersion forces. It is about ten times $k_BT$, yet at 473 K and with the same prefactor

$$\tau=10^{-13}\,e^{0.40/0.04076}\ \text{s}=1.8\times10^{-9}\ \text{s}.$$

The molecule leaves after about two nanoseconds. To make it stay for one second by cooling alone, with $\nu$ unchanged, solve $E=k_BT\ln(\nu\tau)$ for the temperature:

$$T=\frac{E}{k_B\ln(\nu\tau)}=\frac{0.40}{(8.617\times10^{-5})(29.934)}=155\ \text{K}.$$

This uses the classical rate law. If $\nu$ is a true vibration frequency, the quantum treatment given further on lowers the result by about 2 K. This is the temperature for residence alone. It says nothing about whether the precursor would condense or the surface reaction would still run.

## Is one second enough?

In atomic layer deposition the precursor dose is followed by a purge, and the second reactant arrives after it. Suppose the purge lasts $t_p=5$ s and removes the gas so well that nothing lands again. The fraction of molecules left is

$$S(t_p)=e^{-5/1}=0.0067.$$

Less than one per cent wait for the second reactant. To keep a fraction $f$, set $e^{-t_p/\tau}=f$. Taking logarithms gives $-t_p/\tau=\ln f$, so

$$\tau=\frac{t_p}{\ln(1/f)}.$$

For $f=0.90$ this is $5/0.1054=47.5$ s, and the binding energy needed is

$$E=k_BT\ln(10^{13}\times47.5)=0.04076\times33.79=1.38\ \text{eV}.$$

The extra 0.16 eV is the cost of a stay 47.5 times longer.

## What the simple rate leaves out

### The shape of the well

A real well is not a parabola. A Morse well, $V=E[(1-e^{-\alpha z})^2-1]$ with $z$ measured from its minimum and $\alpha$ an inverse length, is softer on the outer side. With $y=e^{-\alpha z}$, so that $|dz|=dy/(\alpha y)$, the well integral becomes

$$Z=\frac{e^{E/k_BT}}{\alpha}\int e^{-(E/k_BT)(1-y)^2}\,\frac{dy}{y}.$$

The weight is a narrow Gaussian about $y=1$. Put $y=1+u$ and expand $1/y=1-u+u^2-\dots$ The linear term averages to zero, and $\langle u^2\rangle=k_BT/2E$. Hence

$$Z\approx Z_{\rm harmonic}\left(1+\frac{k_BT}{2E}\right).$$

The well holds more population than the parabola with the same frequency, so escape is slower. The first-order estimate is a reduction by $0.0334/2=1.7$ per cent. Numerical integration gives a rate 0.983 times the simple one, in agreement. The required energy falls by 0.7 meV, which is negligible here.

### Quantum vibration

If $\nu=10^{13}$ per second is a true vibration frequency, then $x=h\nu/k_BT=1.01$, and treating the vibration classically needs a check. Let $D$ be the well depth required in the quantum treatment. The harmonic levels lie at $-D+h\nu(n+\tfrac12)$, and their partition function is a geometric series:

$$q=e^{D/k_BT}\sum_{n=0}^\infty e^{-(n+1/2)x}=\frac{e^{D/k_BT}}{2\sinh(x/2)}.$$

The outward flux of free molecules, counted with one state per phase-space area $h$, is

$$\int_0^\infty\frac pm\,e^{-p^2/2mk_BT}\,\frac{dp}{h}=\frac{k_BT}{h}.$$

The rate is the ratio of the two:

$$k=\frac{k_BT}{h}\,2\sinh\!\left(\frac x2\right)e^{-D/k_BT}.$$

For small $x$, $2\sinh(x/2)\to x=h\nu/k_BT$ and the classical law returns. Setting $k=1/\tau$ and subtracting the classical answer,

$$D-E=k_BT\ln\frac{\sinh(x/2)}{x/2}=1.7\ \text{meV}.$$

The correction is small as long as the energy is measured from the bottom of the well. Measured from the lowest level, the required energy is smaller by the zero-point energy $h\nu/2=20.7$ meV, which gives 1.20 eV. The convention matters more than the quantum correction itself.

### Wandering to an edge

While it stays, the molecule also hops along the plane. Let each hop have length $a$ and a random direction, and let the total hop rate be $\Gamma$. Cross terms between independent hops average to zero, so $\langle r^2\rangle=a^2\Gamma t$ after a time $t$. Averaging over the residence times replaces $t$ by $\tau$:

$$r_{\rm rms}=a\sqrt{\Gamma\tau}.$$

Take $a=0.3$ nm, the same prefactor for hopping, and a diffusion barrier of 0.3 times the binding energy, all rough assumptions. Such a barrier hinders sliding in the well, so the third assumption made for the rate no longer holds. The stated $\nu$ must then be read as the whole desorption prefactor, with the effect of sliding included. It is kept here for illustration. In the strongly bound case so high a barrier multiplies the prefactor by about 25. For a molecule of 72 u, which vibrates at about $4\times10^{12}$ per second in such a well, this gives about $10^{14}$ per second and raises the energy needed for one second by about 0.09 eV over the stated case. Hindered tilting of a molecule that lies flat is not counted in this figure and can add a further factor of several tens. For the strongly bound molecule the barrier is 0.366 eV, so $\Gamma=10^{13}e^{-0.366/0.04076}\approx1.3\times10^9$ per second and

$$r_{\rm rms}\approx0.3\sqrt{1.3\times10^9}\ \text{nm}\approx1.1\times10^4\ \text{nm},$$

about 11 µm. For the weakly bound molecule, with a barrier of 0.12 eV, the same formula gives about 9 nm before it desorbs. That barrier is only three times $k_BT$, so the hops are not well separated, and the distance also depends on the friction between the molecule and the plane. It should be read as an order of magnitude only. On graphene the barrier for a molecule held by dispersion forces is likely to be far lower, of order 0.01 eV in a simple pair-potential estimate. The molecule then glides rather than hops, and with a friction rate $\gamma$ the distance is $\sqrt{4k_BT\tau/m\gamma}$, from about 9 to 90 nm for $\gamma$ from 5 down to 0.05 per picosecond. The weakly bound molecule hops far more often, but for a far shorter time.

A line is easier to hit than a point: with capture at first contact, the chance of a meeting before desorption is about 0.75 for parallel edges 11 µm apart, but only about 0.12 for single-site defects on a square grid of that spacing. If edges or reactive defects lie much closer together than 11 µm, which for point defects means about 3 µm or less, the strongly bound molecule is likely to meet one within its second. Its time on the bare terrace is then set by that meeting, and the desorption time is an upper limit to it.

### Crowding during the dose

Gas at pressure $P$ has number density $P/k_BT$. Multiplying by $\bar v_+$ gives the number of molecules striking unit area per unit time,

$$F=\frac{P}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{P}{\sqrt{2\pi mk_BT}}.$$

For trimethylaluminium treated as single molecules of 72.09 u, at 0.1 Torr and 473 K, $F=1.9\times10^{19}$ per cm² per second. Let there be $n_0=5\times10^{14}$ sites per cm², let a fraction $\theta$ be filled, and let each molecule that strikes a free site stick. In the steady state arrivals balance departures:

$$\frac F{n_0}(1-\theta)=\frac\theta\tau\quad\Longrightarrow\quad\frac{\theta}{1-\theta}=\frac{F\tau}{n_0}.$$

For $\tau=1$ s the right side is $3.8\times10^4$, and the sites are full to within 0.003 per cent. That figure belongs to the picture of fixed sites. For a mobile layer the Volmer form, in which the left side carries an extra factor $e^{\theta/(1-\theta)}$, gives $\theta\approx0.89$, which is crowded but not full. For the weakly bound molecule $\theta=7\times10^{-5}$.

So the assumption of an isolated molecule, harmless for weak binding, fails during this dose for the very molecule the problem asks about. If its neighbours attract it with a total of 0.05 eV, again a rough value, its stay lengthens by a factor $e^{0.05/0.04076}=3.4$. For a one-second stay in such a layer, the binding to the plane itself could then be 1.17 eV.

## Beside the real process

Alumina growth from trimethylaluminium and water on graphene or MoS₂ is a case of this kind, and 473 K is an ordinary temperature for it. The pressure and purge time used above are round values of a plausible size. The site density is somewhat high for trimethylaluminium: a molecule lying flat covers about 0.3 nm², which leaves room for at most about $3\times10^{14}$ per cm². The lower value would make the plane fuller still, so the conclusion about crowding stands. A binding energy of 1.22 eV is about three times the 0.40 eV assumed for dispersion forces, so in this model such weak attraction alone cannot hold the precursor for a second at 473 K. Real planes break the assumption of perfection: at edges, defects and deliberately added seed layers a precursor can react and form chemical bonds, and growth there does not need a one-second stay on the bare terrace. For the terrace itself, the largest shift found here comes from the prefactor, up to about 0.28 eV for $10^{16}$ per second. The figure of 1.22 eV is therefore a requirement on an ideal plane with the stated prefactor, not a predicted binding energy for any precursor. The numerical output below lists the values used.

## Calculated quantities

```
Prefactor: 1.0e+13 1/s
Temperature: 473 K
Target mean residence time: 1.0 s
Boltzmann constant: 8.617333e-05 eV/K
Thermal energy kB*T: 0.040760 eV
ln(nu*tau): 29.9336 (no unit)
Required binding energy: 1.2201 eV
Same, per mole: 117.7 kJ/mol
Binding energy by root search: 1.2201 eV
Mean time from integrated decay: 1.000000 s
Fraction left after 1 s: 0.3679 (no unit)
Half-life: 0.6931 s
dE/dT at fixed time: 2.579 meV/K
Shift of E per decade of nu: 0.0939 eV
E for nu = 1e12 1/s: 1.126 eV
E for nu = 1e16 1/s: 1.502 eV
Mean time if 10 K hotter: 0.538 s
Time factor for 0.1 eV more binding: 11.63 (no unit)
Weak binding, assumed: 0.40 eV
Weak-binding mean time: 1.83 ns
Temperature for 1 s at weak binding: 155.1 K
Purge time: 5.0 s
Fraction left after purge: 0.00674 (no unit)
Fraction to keep: 0.90 (no unit)
Mean time needed to keep it: 47.46 s
Binding needed to keep it: 1.377 eV
kB*T/E: 0.03341 (no unit)
Morse rate / simple rate: 0.98268 (no unit)
Morse shift of required E: -0.71 meV
h*nu/(kB*T): 1.0146 (no unit)
Quantum shift, from well bottom: 1.73 meV
Zero-point energy h*nu/2: 20.68 meV
Quantum E from lowest level: 1.2011 eV
Hop length, assumed: 0.3 nm
Diffusion barrier / binding: 0.3 (no unit)
Diffusion barrier, strong case: 0.366 eV
Rms travel, strong case: 10644 nm
Diffusion barrier, weak case: 0.120 eV
Rms travel, weak case: 9.31 nm
Precursor molecular mass: 72.09 u
Precursor pressure: 0.1 Torr
Impingement flux: 1.902e+19 1/(cm2 s)
Site density, assumed: 5.0e+14 1/cm2
F*tau/n0, strong case: 3.805e+04 (no unit)
Coverage, strong case: 0.999974 (no unit)
Coverage, weak case: 6.954e-05 (no unit)
Neighbour attraction, assumed: 0.05 eV
Time factor from neighbours: 3.41 (no unit)
```
